# Discretization, Chain Length and Truncation in NRG Phase-Shift Conductance Calculations, part 2

A quantum dot with one spin-degenerate level sits between leads $L,R$. Its zero-temperature linear conductance $G$ follows from the phase shifts $\delta_\sigma\in(0,\pi)$ at the Fermi level, which a numerical renormalization group (NRG) solver reads from a few energy levels.

The dot (operator $d_\sigma$, occupation $n_\sigma$) has interaction $Un_\uparrow n_\downarrow$ and levels $\epsilon_\sigma=-U/2+x-\sigma B/2$, $\sigma=\pm1$, with gate detuning $x$ and $B=g\mu_B\times$field. The lead bands are flat, of half-width $D$. Energies are in units of $\Gamma=\Gamma_L+\Gamma_R$, counted from the Fermi level, and $k_B=1$. Unless stated, $\Gamma_L=\Gamma_R$; $G_0=2e^2/h$.
$$G=\frac{e^2}{h}\,\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\sum_\sigma\sin^2\delta_\sigma .$$

The dot Green function is $G_\sigma(z)=[z-\epsilon_\sigma-V^2g(z)-\Sigma_\sigma(z)]^{-1}$, with bath function $g$ and coupling $V$. For a Fermi liquid $\Sigma_\sigma(0)$ is real and
$$\cot\delta_\sigma=\frac{\epsilon_\sigma+\Sigma_\sigma(0)}{\Gamma},\qquad G_\sigma(i0^+)=-e^{i\delta}\sin\delta/\Gamma.$$

The bath is a chain of sites $f_0\ldots f_N$ with hoppings $t_n$ and discretization parameter $\Lambda$. The coupling is $V^2=\Gamma/\pi\rho_\Lambda$, with
$$\rho_\Lambda=\frac1{2DA_\Lambda},\qquad A_\Lambda=\frac{\ln\Lambda}2\,\frac{\Lambda+1}{\Lambda-1}.$$
For $0<\omega\ll D$, with $L=\ln\Lambda$, $s=\ln(\omega/e_0)$ and $e_0=\tfrac D2(1+\Lambda^{-1})$,
$$g(i\omega)=-i\pi\rho_\Lambda\Big[1+2\operatorname{sech}\frac{\pi^2}{L}\cos\frac{2\pi s}{L}+\ldots-a\frac{\omega}{D}\Big],\qquad a=\frac{2LD}{\pi e_0(\Lambda-1)}.$$
The cosine is the ripple, of relative amplitude close to $4e^{-\pi^2/\ln\Lambda}$.

The finite chain has
$$g_N(z)=\cfrac{1}{z-\cfrac{t_0^2}{z-\cdots-t_{N-1}^2/z}},\qquad \omega_N=\frac D2(1+\Lambda^{-1})\Lambda^{-(N-1)/2},$$
where $\omega_N$ is its last hopping. For even $N$, the lowest levels for adding or removing a spin-$\sigma$ electron, $E=+E_p$ and $E=-E_h$, obey
$$\frac{g_N(E)}{\pi\rho_\Lambda}=-\cot\delta_\sigma+\frac{E}{\tilde\Gamma}+c\,\frac{\omega_N}{\tilde\Gamma}.$$
Here $\tilde\Gamma=z\Gamma$, $\Sigma_\sigma(E)=\Sigma_\sigma(0)+(1-1/z)E$, and $c$, assumed of order one, allows for the finite-chain shift of $\Sigma_\sigma(0)$. The working formula is
$$\cot\delta_\sigma=-\frac{g_N(E)}{\pi\rho_\Lambda}.$$
Quoted phases are the mean of the particle and hole readings; their difference is the particle–hole gap. High states are cut in the largest gap between the 140th and the 180th state.

The example has $U=10$, $D=500$, $\Lambda=4$, $N=28$.

## The Friedel sum rule and the bandwidth

The occupation gives a second route to $\delta_\sigma$. Start from $n_\sigma=\int\frac{d\omega}{2\pi}e^{i\omega0^+}G_\sigma(i\omega)$. The $1/i\omega$ tail contributes $\frac12$, and $G(-i\omega)=G(i\omega)^*$, so $n_\sigma=\frac12+\frac1\pi\int_0^\infty\mathrm{Re}\,G\,d\omega$. With $\Delta=V^2g$, differentiating $\ln G^{-1}$ gives $\partial_\omega\ln G^{-1}=G\,(i-\partial_\omega\Delta-\partial_\omega\Sigma)$, that is
$$G=-i\,\partial_\omega\ln G^{-1}-iG\,\partial_\omega\Sigma-iG\,\partial_\omega\Delta .$$
The real part of the first term is $\partial_\omega\arg G^{-1}$. The argument runs from $\pi-\delta$ at $\omega=0^+$, where $G^{-1}=\Gamma e^{i(\pi-\delta)}/\sin\delta$, to $\pi/2$ at infinity, and stays in $(0,\pi)$ because $\mathrm{Im}\,G^{-1}(i\omega)>0$. The term contributes $\delta/\pi-\frac12$.

The second term vanishes order by order in $U$. Each vertex has one spin-$\sigma$ line in and one out, so shifting the frequency of all spin-$\sigma$ lines leaves the Luttinger–Ward functional $\Phi$ unchanged. With $\Sigma=\delta\Phi/\delta G$ this means $\int\Sigma\,\partial_\omega G=0$ over the whole axis. Integration by parts, allowed because $\Sigma$ is continuous at $\omega=0$ in a Fermi liquid, gives $\int G\,\partial_\omega\Sigma=0$. The negative half-axis is minus the conjugate of the positive one, so $\mathrm{Im}\int_0^\infty G\,\partial_\omega\Sigma=0$, which is the real part required.

In the third term, ripple aside, $\Delta=-i\Gamma(1-a\omega/D)$ gives $\partial_\omega\Delta=ia\Gamma/D$ and the integrand $(a\Gamma/D)\,\mathrm{Re}\,G$. To first order in $\Gamma/D$,
$$\frac{\delta_\sigma}\pi-n_\sigma=-a\,\frac\Gamma D\Big(n_\sigma-\frac12\Big).$$
For $\Lambda=4$, $e_0=0.625D$ and $a=2(1.386)/(\pi\cdot0.625\cdot3)=0.47$. At $D=500$, $x=8$, $n=0.0873$ the estimate is $+3.9\times10^{-4}$, and the computed difference is $0.0876-0.0873\approx3\times10^{-4}$, the same in sign and size. The program asserts a gap below $4\times10^{-3}$ at every point and finds at most $3.2\times10^{-4}$.

## Symmetry, linear response and the Kondo scale

Up to a constant the dot part is $\sum_\sigma(x-\sigma B/2)(n_\sigma-\frac12)+U(n_\uparrow-\frac12)(n_\downarrow-\frac12)$. The map $d\to d^\dagger$, $f_n\to(-1)^{n+1}f_n^\dagger$ sends $n_\sigma-\frac12$ to its negative and keeps the hoppings, because $f^\dagger_nf_{n+1}\to-f_nf^\dagger_{n+1}=f^\dagger_{n+1}f_n$. Particle and hole levels trade places and $g_N$ is odd, so $\delta_\sigma(-x,-B)=\pi-\delta_\sigma(x,B)$. Spin reversal gives $\delta_\sigma(x,-B)=\delta_{-\sigma}(x,B)$. At $x=0$ these imply $\delta_\uparrow+\delta_\downarrow=\pi$ and $c=0$ at $B=0$. With $m=(n_\uparrow-n_\downarrow)/2$ the sum rule gives $\delta_\uparrow=\pi(\frac12+m)$ and $G=G_0\cos^2\pi m$, which equals $G_0$ at $B=0$.

Near this point write $\Gamma\cot\delta_\uparrow=\alpha\,\delta\epsilon_\uparrow+\beta\,\delta\epsilon_\downarrow$ with $\delta\epsilon_\sigma=x-\sigma B/2$. Then
$$\Gamma\cot\delta_\sigma=\tilde\chi_c\,x-\sigma\tilde\chi_sB/2,\qquad\tilde\chi_c=\alpha+\beta,\quad\tilde\chi_s=\alpha-\beta,$$
with cubic corrections, since $\cot\delta_\sigma$ is odd in $(x,B)$. From $\delta\simeq\pi/2-\cot\delta$ follows $m=(\delta_\uparrow-\delta_\downarrow)/2\pi=\tilde\chi_sB/2\pi\Gamma$. Defining $T_K$ by $dm/dB=1/4T_K$,
$$T_K=\frac{\pi\Gamma}{2\tilde\chi_s},\qquad G=G_0\Big[1-\Big(\frac{\pi B}{4T_K}\Big)^2\Big]\quad(B\ll T_K).$$

The coefficient $\alpha=1+\partial\Sigma_\uparrow/\partial\epsilon_\uparrow$ equals $1/z$ in the wide-band limit. Shifting the external frequency of $\Sigma_\uparrow$ by $\nu$ is the same as shifting every $\uparrow$ line. A shifted line $[i\omega+i\nu-\epsilon_\uparrow+i\Gamma\operatorname{sgn}(\omega+\nu)]^{-1}$ is the old line with $\epsilon_\uparrow\to\epsilon_\uparrow-i\nu$, apart from a sign change in a window of width $\nu$ at zero. That window multiplies the full vertex for two $\uparrow$ electrons at zero frequency on one level, which is antisymmetric under their exchange and so vanishes. Hence $\partial\Sigma_\uparrow/\partial(i\omega)=-\partial\Sigma_\uparrow/\partial\epsilon_\uparrow$ and
$$\tilde\chi_s+\tilde\chi_c=2\alpha=2\Gamma/\tilde\Gamma .$$
The Wilson ratio $R=z\tilde\chi_s=2\tilde\chi_s/(\tilde\chi_s+\tilde\chi_c)$ is 1 at $U=0$, where $\beta=0$, and tends to 2 as $\tilde\chi_c/\tilde\chi_s\to0$.

## Worked example

Take the round parameters $U=10$, $D=500$, $\Lambda=4$, $N=28$. Then $V=\sqrt{2\cdot500\cdot1.15525/\pi}=19.18$ and $\omega_{28}=312.5\cdot2^{-27}=2.33\times10^{-6}$.

At $x=4$, $B=0.5$ the levels in units of $\omega_N$ are $+0.80237$, $-0.91631$ for $\uparrow$ and $+1.56028$, $-0.27034$ for $\downarrow$. The continued fraction turns them into $\cot\delta_\uparrow=-0.09735,\,-0.09734$ and $\cot\delta_\downarrow=1.79424,\,1.79426$. So $\delta_\uparrow/\pi=0.5309$ and $\delta_\downarrow/\pi=0.1618$, against $n_\uparrow=0.5309$ and $n_\downarrow=0.1616$. With $\sin^2\delta=1/(1+\cot^2\delta)$ one gets $1/1.00948=0.9906$ and $1/4.2193=0.2370$, and $G=\frac12(0.9906+0.2370)G_0=0.614\,G_0$. For evenly spaced levels, $E=(n-\delta/\pi)\times$spacing, one would read $\delta/\pi=E_h/(E_p+E_h)$. Here that rule gives $0.27034/1.83062=0.148$ for $\downarrow$, 9% below the inverted value, so it does not carry over to the logarithmic chain.

| $x$ | 0 | 2 | 4 | 5 | 6 |
|---|---|---|---|---|---|
| $G/G_0$, $B=0$ | 1.000 | 0.975 | 0.723 | 0.438 | 0.229 |
| $G/G_0$, $B=0.5$ | 0.116 | 0.190 | 0.614 | 0.470 | 0.240 |

At $B=0$ the Kondo plateau falls off as the level empties, to $0.074$ at $x=8$. The field opens a valley. Among the sampled gates the maximum lies at $x=4$, where $\delta_\uparrow$ is near $\pi/2$, below the bare degeneracy of the empty and $\uparrow$ states, $\epsilon_\uparrow=0$, which at this field lies at $x=U/2+B/2=5.25$. At $x=5$ and $6$ the field raises $G$. The identity $G/G_0=\frac12[1-\cos(\delta_\uparrow+\delta_\downarrow)\cos(\delta_\uparrow-\delta_\downarrow)]$ shows that splitting the phases lowers $G$ when their sum lies between $\pi/2$ and $3\pi/2$ and raises it outside that range. At $x=5$ the sum is near $\pi/2$, and the rise comes mainly from its growth, from $0.461\pi$ to $0.479\pi$.

At $x=0$, $\tilde\chi_s=30.60$ gives $T_K=\pi/61.19=0.0513$, the same as from the iterated $m$. The conductance is $0.917$, $0.666$, $0.418$, $0.236$ and $0.116\,G_0$ at $B/T_K=0.39$, $1$, $1.95$, $3.90$ and $9.74$. The curvature at $B/T_K=0.078$ is $0.613$, 0.6% below $\pi^2/16=0.617$, a deviation of the size $(B/T_K)^2$ expected from the next order. For $U=12$, $G(B=T_K)=0.666\,G_0$ again. Lowest-order elastic cotunnelling through a polarized dot has $|G_\sigma(0)|=1/(U/2+B/2)$ for both spins, the cost of removing $\uparrow$ or adding $\downarrow$, which gives $1/5.25^2=0.036\,G_0$ at $B=0.5$. The computed value is three times larger. The excess reflects the slow, logarithmic saturation of a Kondo spin. The Bethe-ansatz magnetization of the Kondo model, quoted here as an outside benchmark, is $m=0.3874$ at $B/T_K=9.74$, close to the $0.390$ found here, and $\cos^2\pi m$ is then $0.120$.

At $x=B=0$, where $c=0$, the approach to the fixed point gives $\tilde\Gamma=(5.092-1.278)\times10^{-4}/(0.00776-0.00196)=0.066$. The unrounded $0.0657$ lies 0.7% above $2/(30.596+0.065)=0.0652$, and $R=1.996$.

As an outside benchmark, quoted and not used in any derivation, the wide-band Bethe-ansatz series $\tilde\chi_{s,c}=\sum_n(\pi/2)^{n+1}j_n(\pi/2)(\pm u)^n$, with $u=U/\pi\Gamma$ and $j_n$ the spherical Bessel functions, gives $30.50$ and $0.0652$. The NRG $\tilde\chi_s$ is 0.3% higher. The band term gives an estimate of this size. It turns $i\omega$ into $i\omega/Z$ with $Z=(1-a\Gamma/D)^{-1}$, rescaling $d$ gives $\Gamma\to Z\Gamma$ and $U\to Z^2U$, and $u$ rises by $0.47/500=0.094\%$. At $U=10$ the series has the logarithmic slope $d\ln\tilde\chi_s/d\ln u\approx3.6$, which converts this to about 0.34%. The match is one of size only. With about 190 to 240 kept states $\tilde\chi_s$ is $30.62$ at $D=500$ and still $30.62$ at $D=2000$, $N=30$, where the band estimate has fallen to 0.08%. Other numerical errors of a few tenths of a percent are therefore present at these settings, and they were not separated from the band term.

For $\Gamma=0.1$ meV and $g=2$, $T_K\approx60$ mK. The field $B=T_K$ is 44 mT with $G\approx52\ \mu$S, and $B=0.5\Gamma$ is 0.43 T with $G\approx9\ \mu$S at $x=0$, against $G_0=77.5\ \mu$S. These figures belong to the single-level model and leave out temperature, bias, further levels and energy-dependent couplings.

## Choosing the settings

For $\Lambda$, check first that the coupling contains $A_\Lambda$, then require $4e^{-\pi^2/\ln\Lambda}$ to be below the wanted relative accuracy in $\Gamma$. That amplitude is the ripple of $g(i\omega)$ and not the error of $G$. In the example a run with $\Lambda=3$, $N=36$ and 250 to 310 kept states moved $\tilde\chi_s$ from $30.596$ to $30.613$, by 0.06%. Keeping about 190 to 240 states at $\Lambda=4$ moves it by a similar amount, to $30.62$, so this difference does not isolate the effect of $\Lambda$.

For $N$, take it even and large enough that $\omega_N/\tilde\Gamma$ is below the wanted accuracy in radians. At the symmetric point $\tilde\Gamma=4T_K/\pi$ when $\tilde\chi_c\ll\tilde\chi_s$, so the smallest $T_K$ of a sweep sets $N$. The particle–hole gap checks the choice as long as $c$ is of order one; its worst value over all runs here is $1.3\times10^{-4}$ rad.

For the kept states, cut in a gap and calibrate at $U=0$, where the one-body spectrum is known. With 140 to 180 states the levels were off by $2.6\times10^{-6}\,\omega_N$. That figure refers to the free model, and the interacting case needs a repeat with more states; the comparison above changed $\Lambda$ and the state count together.

For $D$, the wide-band limit is approached with a relative shift $a\Gamma/D$ in $u$, magnified in $T_K$ by $|d\ln T_K/d\ln u|$. Since $\omega_N\propto D\Lambda^{-N/2}$, each factor $\Lambda$ in $D$ costs two more sites. A Friedel gap well above $a(\Gamma/D)|n_\sigma-\frac12|$ is not explained by the first-order band term, and $\Lambda$, $N$ and the truncation should then be checked.

## Computed results

```
energies in Gamma, phases in rad, G in G0=2e^2/h unless stated
U=10 D=500 Lambda=4 N=28 keep=140+40 u=3.1831
A=1.15525 V=19.1762 t0=272.772 t1=147.715 w_N=2.3283e-06
ripple: chain 3.2395e-03, Poisson 3.2370e-03
untruncated NRG vs exact diagonalization, max error 6.4e-15
U=0 x=0.4 B=1.4: delta 1.86225 0.73782, arccot 1.86225 0.73782
U=0 level error/w_N 2.6e-06
U=0 GL=0.7 GR=0.3: G NRG 1.15074, wave matching 1.15073 e^2/h
flow at x=0 B=0.1: N, w_N, delta_up particle, delta_up hole
  12 1.526e-01 2.45410 1.41326
  16 9.537e-03 2.43641 2.37271
  20 5.960e-04 2.43823 2.43457
  24 3.725e-05 2.43837 2.43815
  28 2.328e-06 2.43838 2.43837
detail x=4 B=0.5: order up particle, up hole, dn particle, dn hole
  E/w_N  0.80237 -0.91631 1.56028 -0.27034
  -g/(pi rho)  -0.09735 -0.09734 1.79424 1.79426
  delta/pi 0.53089 0.16185  n 0.53088 0.16161
  sin^2 0.99061 0.23700  G 0.61381
gate sweep B=0: x, delta/pi, n per spin, G
  0 0.5000 0.5000 1.0000
  2 0.4491 0.4490 0.9746
  4 0.3234 0.3233 0.7226
  5 0.2303 0.2301 0.4382
  6 0.1587 0.1584 0.2285
  8 0.0876 0.0873 0.0739
gate sweep B=0.5: x, delta_up/pi, delta_dn/pi, G
  0 0.8893 0.1107 0.1161
  2 0.8227 0.1022 0.1896
  4 0.5309 0.1618 0.6138
  5 0.3098 0.1694 0.4704
  6 0.1880 0.1350 0.2398
field sweep x=0: B, B/T_K, delta_up/pi, m, G
  0.0040 0.078 0.5194 0.0194 0.9963
  0.0200 0.390 0.5928 0.0929 0.9174
  0.0513 1.000 0.6963 0.1964 0.6656
  0.1000 1.948 0.7762 0.2763 0.4182
  0.2000 3.897 0.8384 0.3387 0.2363
  0.5000 9.742 0.8893 0.3896 0.1161
U=10 chi_s (B=0.001) 30.596, Bethe 30.500, Lambda=3 N=36 keep=250+60 30.613
U=10 chi_c (x=0.2) 0.0652, Bethe 0.0652
U=2 (x=0.01 B=0.02) chi_s 1.9145 Bethe 1.9135, chi_c 0.5364 Bethe 0.5366
T_K from m 0.05133, from phase 0.05134
g/(pi rho) at x=B=0, N=18,20,22: 0.03016 0.00776 0.00196
Ep at N=20,22: 5.0923e-04 1.2782e-04
Gt 0.06567, 2/(chi_s+chi_c) 0.06523, Wilson ratio 1.9957
curvature (1-G)/(B/T_K)^2 at B=0.004 0.6133, pi^2/16 0.6169
U=12: T_K 0.02497, G(B=T_K) 0.6658; U=10 G(B=T_K) 0.6656
worst particle-hole gap 1.3e-04 rad, worst Friedel gap 3.2e-04
Gamma=0.1 meV g=2: T_K=59.6 mK, field at B=T_K 44.3 mT
field at B=0.5: 0.432 T
G0=77.48 uS, G(x=0,B=T_K)=51.57 uS, G(x=0,B=0.5)=8.99 uS
```
